# Two-Electron Spin-Orbit Integrals from Derivatives of Repulsion Integrals over Gaussians

## Four s functions

Let $a,b,c,d$ be real s Gaussians, $a(\mathbf r)=e^{-a|\mathbf r-\mathbf A|^2}$ and so on, where the same letter names the function and its exponent. Electron 1 carries the product $ab$, electron 2 carries $cd$, and $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$. Hartree atomic units are used. The spatial integral needed for spin-orbit coupling between electrons is

$$\mathbf J(ab|cd)=\iint a(1)\,c(2)\,\Big[\frac{\mathbf r_{12}}{r_{12}^3}\times\nabla_1 b(1)\Big]\,d(2)\;d^3r_1d^3r_2 .$$

Since $\mathbf p_1=-i\nabla_1$, the operator $\mathbf r_{12}\times\mathbf p_1/r_{12}^3$ has the matrix element $-i\mathbf J$.

Integrate over electron 2 first. With $V(\mathbf r)=\int c\,d\,(\mathbf r_2)/|\mathbf r-\mathbf r_2|\,d^3r_2$, the identity $\mathbf r_{12}/r_{12}^3=-\nabla_1(1/r_{12})$ gives $\mathbf J=-\int a\,\nabla V\times\nabla b\,d^3r$. The curl of a gradient is zero, so

$$\nabla\times(Va\nabla b)=\nabla(Va)\times\nabla b=a\,\nabla V\times\nabla b+V\,\nabla a\times\nabla b .$$

The integral of the left side is a surface term at infinity, which vanishes because $a\nabla b$ decays as a Gaussian. $V$ is smooth, so there is no other boundary. Hence

$$\mathbf J(ab|cd)=\int V\,\nabla a\times\nabla b\,d^3r=(\nabla a\times\nabla b\,|\,cd). \tag{1}$$

The singular operator has become an ordinary repulsion between two charge distributions. For s functions the first one is easy to picture. Put $\mathbf R=\mathbf A-\mathbf B$, $p=a+b$, $\mathbf P=(a\mathbf A+b\mathbf B)/p$ and $\mu=ab/p$. Then

$$\nabla a\times\nabla b=4ab\,(\mathbf r-\mathbf A)\times(\mathbf r-\mathbf A+\mathbf R)\,a\,b=-4ab\,\mathbf R\times(\mathbf r-\mathbf A)\,a\,b .$$

Because $\mathbf P-\mathbf A=-(b/p)\mathbf R$ is parallel to $\mathbf R$, $\mathbf A$ may be replaced by $\mathbf P$. The product $ab$ equals $e^{-\mu R^2}e^{-p|\mathbf r-\mathbf P|^2}$, and $(\mathbf r-\mathbf P)e^{-p|\mathbf r-\mathbf P|^2}=(1/2p)\,\partial_{\mathbf P}e^{-p|\mathbf r-\mathbf P|^2}$. Each component is therefore a dipole perpendicular to the bond, and

$$\mathbf J(ss|ss)=-2\mu\,\mathbf R\times\partial_{\mathbf P}(ss|ss), \tag{2}$$

with $\mathbf R$ held fixed in the derivative.

The repulsion integral follows in two steps. With $q=c+d$, $\mathbf Q=(c\mathbf C+d\mathbf D)/q$, $\rho=pq/(p+q)$ and $\mathbf X=\mathbf P-\mathbf Q$, integration over $\mathbf r_1$ at fixed $\mathbf u=\mathbf r_{12}$ leaves $[\pi/(p+q)]^{3/2}e^{-\rho|\mathbf u-\mathbf X|^2}$. Next write $1/u=(2/\sqrt\pi)\int_0^\infty e^{-w^2u^2}dw$ and integrate over $\mathbf u$:

$$\int\frac{e^{-\rho|\mathbf u-\mathbf X|^2}}{u}d^3u=\frac{2}{\sqrt\pi}\int_0^\infty\Big(\frac{\pi}{\rho+w^2}\Big)^{3/2}e^{-\rho w^2X^2/(\rho+w^2)}dw=\frac{2\pi}{\rho}F_0(\rho X^2).$$

The last step substitutes $t^2=w^2/(\rho+w^2)$, for which $\rho+w^2=\rho/(1-t^2)$ and $dw=\sqrt\rho\,(1-t^2)^{-3/2}dt$. The Boys functions are $F_n(T)=\int_0^1t^{2n}e^{-Tt^2}dt$. Thus

$$(ss|ss)=KN F_0(T),\quad N=\frac{2\pi^{5/2}}{pq\sqrt{p+q}},\quad T=\rho X^2,\quad K=e^{-\mu R^2-(cd/q)|\mathbf C-\mathbf D|^2}.$$

Since $F_0'=-F_1$, we have $\partial_{\mathbf P}F_0=-2\rho\mathbf X F_1$, and (2) becomes

$$\mathbf J(ss|ss)=4\mu\rho\,KN F_1(T)\;\mathbf R\times(\mathbf P-\mathbf Q). \tag{3}$$

It vanishes if $\mathbf A=\mathbf B$, and also if $\mathbf Q$ lies on the line through $\mathbf A$ and $\mathbf B$: electron 1 then has no sense of circulation about the other charge.

**Numbers.** Take exponents $0.8,0.5,0.6,0.9$ bohr$^{-2}$ and centres $(0,0,0)$, $(1,0,0)$, $(0,1,0)$, $(0,0.5,1)$ bohr. Then $\mu=0.307692$, $\rho=0.696429$, $K=0.468747$, $N=10.722376$, $F_1=0.223410$, and the four normalization factors multiply to $0.081749$. The scalar factor in (3) is

$$4(0.307692)(0.696429)(0.468747)(10.722376)(0.223410)(0.081749)=0.07868 .$$

Multiplied by $\mathbf R\times(\mathbf P-\mathbf Q)=(0,-0.6,0.7)$ bohr$^2$, it gives $\mathbf J=(0,-0.0472,0.0551)$ bohr$^{-3}$. Quadrature of the original operator gives the same values.

## The general derivative formula

Equation (1) did not use the s character. Now let each function depend on position through $\mathbf r$ minus its own centre, with fixed exponents and coefficients. Moving the centre forward is then the same as moving the point of observation back: $\nabla a=-\partial_{\mathbf A}a$ and $\nabla b=-\partial_{\mathbf B}b$. The two minus signs cancel, and the derivatives can be taken outside the integral:

$$\boxed{\;\mathbf J(ab|cd)=\partial_{\mathbf A}\times\partial_{\mathbf B}\,(ab|cd)\;} \tag{4}$$

For example, $J_z=(\partial_{A_x}\partial_{B_y}-\partial_{A_y}\partial_{B_x})(ab|cd)$. The cross product makes $\mathbf J(ab|cd)=-\mathbf J(ba|cd)$, while $c$ and $d$ may be exchanged freely. There is in general no symmetry between bra and ket.

The repulsion integral is unchanged when all four centres move together, so $\partial_{\mathbf A}+\partial_{\mathbf B}+\partial_{\mathbf C}+\partial_{\mathbf D}=0$ on it. Mixed derivatives commute, so $\partial_{\mathbf A}\times\partial_{\mathbf A}=0$. Eliminating $\partial_{\mathbf B}$ gives

$$\mathbf J(ab|cd)=-\partial_{\mathbf A}\times(\partial_{\mathbf C}+\partial_{\mathbf D})(ab|cd). \tag{5}$$

This suits a code whose derivative routine does not supply the $AB$ pair. Both (4) and (5) were tested with finite differences of separately computed repulsion integrals. The largest absolute deviations were $2\times10^{-9}$ and $4\times10^{-9}$ bohr$^{-3}$.

A third form uses the variables $\mathbf P$ and $\mathbf R$. The chain rule gives $\partial_{\mathbf A}=(a/p)\partial_{\mathbf P}+\partial_{\mathbf R}$ and $\partial_{\mathbf B}=(b/p)\partial_{\mathbf P}-\partial_{\mathbf R}$. In the cross product the terms with equal derivatives vanish, leaving

$$\partial_{\mathbf A}\times\partial_{\mathbf B}=-\frac ap\,\partial_{\mathbf P}\times\partial_{\mathbf R}+\frac bp\,\partial_{\mathbf R}\times\partial_{\mathbf P}=\partial_{\mathbf R}\times\partial_{\mathbf P}. \tag{6}$$

For s functions $\partial_{\mathbf R}$ acts on $e^{-\mu R^2}$ and gives $-2\mu\mathbf R$, which returns (2).

## Coincident centres

In (4) the labels $\mathbf A$ and $\mathbf B$ must stay separate until both derivatives have been taken, even if the two functions sit on one atom. Moving one common atomic centre would give zero for a one-centre integral, although $\mathbf J$ need not vanish.

To see this, put all functions at the origin and give $a$ and $b$ the same exponent $a$, so $p=2a$. With $g=e^{-ar^2}$, $p_x=xg$ and $p_y=yg$,

$$(\nabla p_x\times\nabla p_y)_z=g^2\big[(1-2ax^2)(1-2ay^2)-4a^2x^2y^2\big]=g^2\big[1-p(x^2+y^2)\big].$$

Two derivatives of $G=e^{-p|\mathbf r-\mathbf P|^2}$, evaluated at $\mathbf P=0$, give $\partial_{P_x}^2G=(4p^2x^2-2p)G$. Therefore $x^2G=(\partial_{P_x}^2/4p^2+1/2p)G$, and the bracket acts as $-(\partial_{P_x}^2+\partial_{P_y}^2)/4p$. At $\mathbf X=0$ each second derivative of $F_0$ is $-2\rho F_1(0)=-2\rho/3$. Hence, before normalization,

$$J_z(p_xp_y|ss)=\frac{\rho N}{3p}.$$

Similarly, $(\nabla p_x\times\nabla s)_z=-2ay\,g^2$, because the terms in $x^2y$ cancel. One factor $y$ is $\partial_{P_y}/2p$ on the bra and $\partial_{Q_y}/2q$ on the ket, and $\partial_{P_y}\partial_{Q_y}F_0=+2\rho/3$. So

$$J_z(p_xs|sp_y)=-2a\,\frac{1}{2p}\,\frac1{2q}\,\frac{2\rho}{3}N=-\frac{a\rho N}{3pq}.$$

If all exponents are $1$ bohr$^{-2}$, then $p=q=2$ and $\rho=1$. The values are $N/6$ and $-N/12$, in the ratio $-2$. The normalized results, $0.752253$ and $-0.376126$ bohr$^{-3}$, show this ratio.

## Recurrences for s and p shells

Along one axis, expand the product of Cartesian Gaussians in derivatives of a single Gaussian:

$$(x-A)^i(x-B)^je^{-a(x-A)^2-b(x-B)^2}=\sum_tE_t^{ij}\Lambda_t,\qquad \Lambda_t=\partial_P^t\,e^{-p(x-P)^2}.$$

The start is $E_0^{00}=e^{-\mu(A-B)^2}$. Since $\Lambda_1=2p(x-P)\Lambda_0$, differentiating $t$ times with respect to $P$ gives $\Lambda_{t+1}=2p(x-P)\Lambda_t-2pt\Lambda_{t-1}$, or

$$(x-P)\Lambda_t=\frac{\Lambda_{t+1}}{2p}+t\Lambda_{t-1}.$$

Multiply the expansion by $x-A=(x-P)+(P-A)$ and collect the coefficient of $\Lambda_t$:

$$E_t^{i+1,j}=\frac{E_{t-1}^{ij}}{2p}+(P-A)E_t^{ij}+(t+1)E_{t+1}^{ij}. \tag{7}$$

Raising $j$ uses $P-B$ instead. A centre derivative of a Cartesian Gaussian is

$$\partial_A\big[(x-A)^ie^{-a(x-A)^2}\big]=2a(x-A)^{i+1}e^{-a(x-A)^2}-i(x-A)^{i-1}e^{-a(x-A)^2},$$

so the differentiated coefficients are

$$(\partial_A)^{ij}_t=2aE_t^{i+1,j}-iE_t^{i-1,j},\qquad(\partial_B)^{ij}_t=2bE_t^{i,j+1}-jE_t^{i,j-1}. \tag{8}$$

These are coefficients of the differentiated product in the original $\Lambda_t$. The motion of $P$ is already included and must not be added again.

For the Coulomb part define $R^n_{000}=(-2\rho)^nF_n(\rho X^2)$, and let $R^n_{tuv}$ be its derivatives with respect to the components of $\mathbf X$. From $F_n'=-F_{n+1}$ follows $\partial_{X_x}R^n_{000}=X_xR^{n+1}_{000}$. Differentiating this $t$ more times gives

$$R^n_{t+1,uv}=X_xR^{n+1}_{tuv}+t\,R^{n+1}_{t-1,uv}, \tag{9}$$

and likewise for the other axes. A ket derivative acts on $\mathbf Q$, and $\partial_{\mathbf Q}=-\partial_{\mathbf X}$. Each ket order therefore brings a minus sign:

$$J_k(ab|cd)=N\sum_{tuv}\sum_{\tau\nu\phi}B^{k,ab}_{tuv}\,(-1)^{\tau+\nu+\phi}\,E^{cd}_{\tau\nu\phi}\,R^0_{t+\tau,u+\nu,v+\phi}. \tag{10}$$

Here $E^{cd}_{\tau\nu\phi}$ is the product of the three axis factors. The bra coefficient for $k=z$ is

$$B^{z}_{tuv}=\big[(\partial_A)_t(\partial_B)_u-(\partial_B)_t(\partial_A)_u\big]E_v,$$

where the three factors belong to $x,y,z$ in that order.

```
input: exponents a,b,c,d; centres A,B,C,D
p=a+b; q=c+d; P,Q = weighted centres
for each axis:
    build E[i,j,t] of ab for i,j = 0..2        (7)
    form dA[i,j,t], dB[i,j,t] for i,j = 0..1   (8)
    build E of cd for i,j = 0..1
for (k,l,m) = (x,y,z),(y,z,x),(z,x,y):
    B[k] = E_k * (dA_l*dB_m - dA_m*dB_l)
build R[t,u,v] up to total order 6             (9)
W = N * R * (signed ket coefficients)
J[k,a,b,c,d] = sum over t,u,v of B[k] * W      (10)
multiply by normalization and contraction factors
```

The normalization depends on the exponent and on whether the function is s or p, $(2a/\pi)^{3/4}$ for s and $2\sqrt a\,(2a/\pi)^{3/4}$ for p. It does not depend on the centre, so it can be applied last. Contraction is a linear sum over primitives, so formula (4) holds for contracted functions too.

## Cost

For s and p functions the bra order is at most $1+1+2=4$ and the ket order at most $2$, which sets the total of $6$. There are $\binom73=35$ bra cells and $\binom53=10$ ket cells. One primitive block contains $3\times4^4=768$ integrals.

The table for recurrence (9) has $\sum_{m=0}^6\binom{m+3}{3}=210$ entries, 7 of which are the starting values $R^n_{000}$. Contracting the ket first takes $35\cdot10\cdot16=5600$ multiply-adds, and the bra then takes $48\cdot35\cdot16=26\,880$. The ordinary repulsion block has 10 bra cells and 16 bra products, hence $1600+2560=4160$. By this count the spin-orbit contraction costs about eight times as much. This count treats the two products in $B^k$ separately and overstates the necessary work. Their order-4 terms cancel identically: in form (6), $\partial_{\mathbf R}$ acts on the $E$ coefficients without changing the Hermite order of $ab$ (at most 2), and $\partial_{\mathbf P}$ raises it by one. Bra order 3 therefore suffices, with $\binom63=20$ cells and total order 5. The contraction then takes $20\cdot10\cdot16+48\cdot20\cdot16=18\,560$ multiply-adds, about 4.5 times the repulsion count. Skipping other coefficients known to vanish lowers both counts further.

For $n$ basis functions, storage grows as $3\cdot\frac{n^2}{2}\cdot\frac{n^2}{2}=\frac34n^4$, against $\frac18n^4$ for repulsion integrals. Direct contraction with a density avoids storing the array.

Small blocks can be skipped safely. The Coulomb energy of a real charge distribution is non-negative, so the Cauchy–Schwarz inequality applies to (1):

$$|J_k(ab|cd)|\le\sqrt{(\beta_k|\beta_k)\,(cd|cd)},\qquad \beta_k=(\nabla a\times\nabla b)_k .$$

An estimate built from $(ab|ab)$ is not a bound on $J_k$, because it misses the derivatives.

## Stability and failure modes

**Boys functions.** Integration by parts gives $(2n+1)F_n=2TF_{n+1}+e^{-T}$. Used downward in $n$, it adds positive terms. Used upward, it subtracts nearly equal numbers and divides by $2T$, which destroys accuracy at small $T$. Start from the highest order, or evaluate each $F_n$ separately.

**Nearly coincident s centres.** In $B^z$ for two s functions, each product contains the term $(a/p)(b/p)\Lambda_1\Lambda_1$, apart from the overlap factor. These terms cancel, and what remains is proportional to $\mathbf R$. As $R$ shrinks the absolute rounding error stays small, but for $a\ne b$ the error relative to $\mathbf J$ grows roughly as $1/R$. (For $a=b$ the two terms are rounded alike and cancel exactly when $B^z$ is formed.) If the subtraction is done in the coefficients $B^z$, the growth ends when the overlap factors round to 1, near $R\sim10^{-8}$ bohr in double precision for exponents of order 1 bohr$^{-2}$; the two $\Lambda_1\Lambda_1$ terms are then identical and cancel exactly. If the two products are contracted separately and subtracted afterwards, the growth continues below that distance. Form (6) removes this cancellation: $\partial_{\mathbf P}$ raises a Hermite index, and $\partial_{\mathbf R}$ acts on the $E$ coefficients, which depend on the centres through $\mathbf R$ alone.

**Numerical differentiation.** A mixed difference with step $h$ divides the rounding error by $h^2$. It is useful for checking a code but poor for production.

**Signs.** Exchanging $a$ and $b$ reverses $\mathbf J$. A routine that reorders shells for ordinary integrals must record this.

**Functions with other centre dependence.** If a function carries a phase or an exponent that depends on $\mathbf A$, then $\nabla a\ne-\partial_{\mathbf A}a$ and (4) fails. Equation (1) remains usable if the surface term vanishes.

A good test block has four distinct centres, so that few integrals vanish by symmetry. Even here some do: $J_x(p_xs|sp_y)$ is zero because $p_x$ at $\mathbf A$ and $s$ at $\mathbf B$ are both symmetric about the $x$ axis, so their gradients lie in one plane with that axis. The same argument covers all four bra pairs built from $s$ and $p_x$, with any of the 16 ket pairs, so 64 of the $J_x$ integrals vanish. All 768 integrals were tested against six-dimensional quadrature of the original operator, for the four centres above and for one common centre. The largest absolute difference before normalization was $4\times10^{-15}$.

## Spin factors and screening in an atom

The Breit–Pauli spin-orbit operator, with electron $g$ factor 2, is taken as the starting point:

$$H=\frac{\alpha^2}{2}\Big[\sum_i\frac{Z}{r_i^3}\,\mathbf l_i\cdot\mathbf s_i-\sum_{i\ne j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot(\mathbf s_i+2\mathbf s_j)\Big].$$

The term with $\mathbf s_i$ is spin-own-orbit coupling, and the term with $2\mathbf s_j$ is spin-other-orbit coupling. The matrix element $-i\mathbf J$ turns the prefactor of the second sum into $+i\alpha^2/2$.

Consider one p electron outside closed s shells with real orbitals $k$. For valence orbitals $i,j$, sum over the core spin $\tau$. In the direct term, $\mathbf s_1$ gives $2\mathbf s$, while $\mathbf s_2$ gives the trace of a spin matrix, which is zero. If instead the core electron supplies the orbital motion, the integral is $\mathbf J(kk|ij)=0$ by antisymmetry. In the exchange term, completeness of the two spin states gives

$$\sum_\tau\langle\sigma\tau|\mathbf s_1+2\mathbf s_2|\tau\sigma'\rangle=\langle\sigma|\mathbf s+2\mathbf s|\sigma'\rangle=3\langle\sigma|\mathbf s|\sigma'\rangle,$$

with a minus sign from antisymmetry of the wavefunction. Exchange occurs with either electron supplying the orbital motion, so the effective operator is

$$h_{ij}=\frac{i\alpha^2}{2}\,\mathbf s\cdot\sum_k\big[2\mathbf J(ij|kk)-3\mathbf J(ik|kj)-3\mathbf J(kj|ik)\big].$$

Terms among core electrons alone vanish, since their spins sum to zero.

Set $i=p_x$, $j=p_y$, $D_k=J_z(p_xp_y|kk)$ and $X_k=J_z(p_xk|kp_y)$. A rotation by $90^\circ$ about $z$ takes $p_x\to p_y$ and $p_y\to-p_x$, so $X_k=-J_z(p_yk|kp_x)=J_z(kp_y|p_xk)$. The two exchange terms are equal. By rotational symmetry the operator has the form $\zeta\,\mathbf l\cdot\mathbf s$. With $\langle p_x|l_z|p_y\rangle=-i$, comparison gives

$$\zeta=\frac{\alpha^2}{2}\Big[Z\langle r^{-3}\rangle-2\sum_kD_k+6\sum_kX_k\Big]. \tag{11}$$

Of $6X_k$, $2X_k$ comes from spin-own-orbit and $4X_k$ from spin-other-orbit coupling. Explicit antisymmetrized three-electron functions were used to test these factors. The eigenvalues of $\mathbf l\cdot\mathbf s$ are $\frac12$ for $j=\frac32$ and $-1$ for $j=\frac12$, so the splitting is $\frac32\zeta$.

$D_k$ has a classical meaning. The field of a spherical density $k^2$ is $N_k(r)\,\mathbf r/r^3$, where $N_k(r)$ is the charge inside $r$. Since $(x\partial_y-y\partial_x)p_y=p_x$, the definition of $\mathbf J$ gives $D_k=\langle p_x|N_k(r)/r^3|p_x\rangle$. This is nuclear screening by the enclosed charge. For exchange write $p_x=xf(r)$ and $k=g(r)$. Then $(\nabla p_x\times\nabla k)_z=fg'\,y/r$, and it interacts with the charge $gf\,y$. If $f,g>0$ and $g'<0$, as for the boron 1s orbital apart from its negligible far tail, $X_k$ is negative and lowers $\zeta$ further. For a 2s orbital, which has a node, this argument does not fix the sign.

**Boron.** Restricted open-shell Hartree–Fock in the uncontracted s and p exponents of 6-311G gives $\langle r^{-3}\rangle=0.76769$ bohr$^{-3}$. In the same unit, $D=0.56096$ and $X=-0.14676$ for 1s, and $D=0.06914$ and $X=-0.00235$ for 2s. The division between 1s and 2s depends slightly, in the fourth decimal, on how the doubly occupied orbitals are canonicalized; the sums over $k$ in (11) are unchanged by any rotation between them. The factor $\alpha^2/2=2.662568\times10^{-5}$, times $219474.631$ cm$^{-1}$ per hartree, is $5.8437$ cm$^{-1}$ per bohr$^{-3}$. The terms of (11) are

- bare nucleus: $5.8437\times5\times0.76769=22.43$ cm$^{-1}$;
- direct screening: $-5.8437\times2\times0.63010=-7.36$ cm$^{-1}$;
- own-orbit exchange: $-5.8437\times2\times0.14911=-1.74$ cm$^{-1}$;
- spin-other-orbit: $-5.8437\times4\times0.14911=-3.49$ cm$^{-1}$.

Their sum is $\zeta=9.84$ cm$^{-1}$ ($4.48\times10^{-5}$ hartree), or 44% of the bare value. The splitting $E_{3/2}-E_{1/2}$ is $14.8$ cm$^{-1}$, against $33.6$ cm$^{-1}$ for the bare nucleus.

Direct screening alone lowers the effective charge from 5 to $5(22.43-7.36)/22.43=3.36$. The 1s shell supplies most of this, since $D_{1s}/\langle r^{-3}\rangle=0.73$ while the 2s ratio is $0.09$: weighted by $r^{-3}$, the p electron lies mostly inside the 2s charge. The exchange terms remove another $5.2$ cm$^{-1}$, two thirds of it spin-other-orbit coupling, so an enclosed-charge estimate is inadequate for this atom.

These values are first order in the spin-orbit operator for a single configuration. They omit electron correlation, spin polarization of the core, higher relativistic orders and the remaining basis error. The numerical output follows.

## Values computed for the example and the checks

```
FOUR-CENTRE EXAMPLE (lengths in bohr)
exponents a b c d [bohr^-2]: 0.8 0.5 0.6 0.9
centre A [bohr]: 0.0 0.0 0.0
centre B [bohr]: 1.0 0.0 0.0
centre C [bohr]: 0.0 1.0 0.0
centre D [bohr]: 0.0 0.5 1.0
p, q [bohr^-2]: 1.3000 1.5000
mu, rho [bohr^-2]: 0.307692 0.696429
P [bohr]: 0.384615 0.000000 0.000000
Q [bohr]: 0.000000 0.700000 0.600000
(A-B) x (P-Q) [bohr^2]: 0.000000 -0.600000 0.700000
K, both overlap factors: 0.468747
N, unnormalized prefactor [bohr^5]: 10.722376
T and F1(T): 0.694986 0.223410
product of four s norms [bohr^-6]: 0.081749
J(ss|ss), closed form [bohr^-3]: 0.000000 -0.047208 0.055076
J(ss|ss), algorithm [bohr^-3]: 0.000000 -0.047208 0.055076
J(ss|ss), quadrature [bohr^-3]: -0.000000 -0.047208 0.055076
J(px py|s s) [bohr^-3]: 0.032372 0.009397 0.113441
J(px s|s py) [bohr^-3]: 0.000000 0.000416 -0.031992
J(px py|pz pz) [bohr^-3]: -0.002780 -0.003352 0.002790
integrals compared per block: 768
max error vs quadrature, unnormalized: 3.7e-15
max error vs differences [bohr^-3]: 2.2e-09
max error of ket-derivative form [bohr^-3]: 3.5e-09
ONE COMMON CENTRE, all exponents 1 bohr^-2
max error vs quadrature, unnormalized: 2.9e-15
J_z(px py|s s) [bohr^-3]: 0.752253
J_z(px s|s py) [bohr^-3]: -0.376126
BORON ATOM, ROHF, uncontracted 6-311G exponents
s and p primitive shells: 11 5
ROHF energy [hartree]: -24.526887
<r^-3> of 2p [bohr^-3]: 0.76769
D for 1s, 2s [bohr^-3]: 0.56096 0.06914
X for 1s, 2s [bohr^-3]: -0.14676 -0.00235
alpha^2/2: 2.662568e-05
1 hartree [cm^-1]: 219474.631
bare nuclear zeta [cm^-1]: 22.431
direct screening [cm^-1]: -7.364
own-orbit exchange [cm^-1]: -1.743
spin-other-orbit [cm^-1]: -3.485
net zeta [cm^-1]: 9.838
net zeta [hartree]: 4.4826e-05
net / bare zeta: 0.4386
splitting, bare nucleus [cm^-1]: 33.646
splitting E(3/2)-E(1/2) [cm^-1]: 14.757
```
